# Pressure caused by occupation smearing in a free-electron metal: a numerical check

```python
# Smearing-induced pressure of free electrons (atomic units inside, spin included).
# Occupation f(x), x=(eps-mu)/sigma; f(x)=int_x^inf delta, s(x)=int_x^inf t*delta dt,
# F = E - sigma*S, moments M_n = int x^n delta dx, c = M2/2, a4 = c^2/8 + M4/96.
# Result under test (fixed N and sigma, sigma << EF, n = N/V, D = 3N/(2EF) ~ V^(2/3)):
#   F = E0 - c sigma^2 D + a4 sigma^4 D/EF^2,   mu - EF = -c sigma^2/(2EF)
#   dP = -d(F-E0)/dV = c n sigma^2/EF - 3 a4 n sigma^4/EF^3,   P0 = (2/5) n EF
#   exact for any sigma: P = -dF/dV = 2E/(3V) (= -Omega/V in the continuum).
# Gaussian delta = exp(-x^2)/sqrt(pi): c = 1/4.  v = volume per electron.
import numpy as np
import sympy as sp
from scipy import constants as C
from scipy.special import erfc, expit
from scipy.optimize import brentq
from scipy.integrate import quad

HA = C.physical_constants['Hartree energy in eV'][0]
BOHR = C.physical_constants['Bohr radius'][0]
MPA = HA*C.e/BOHR**3/1e6          # Hartree/bohr^3 in MPa
ANG = BOHR*1e10
RP = np.sqrt(np.pi)
PI = np.pi

SCH = {
 'gauss': dict(d=lambda x: np.exp(-x*x)/RP, f=lambda x: 0.5*erfc(x),
               s=lambda x: np.exp(-x*x)/(2*RP), cut=8, c=0.25, M4=0.75, a4=1/64),
 'fd': dict(d=lambda x: expit(x)*expit(-x), f=lambda x: expit(-x),
            s=lambda x: np.log1p(np.exp(-np.abs(x)))+np.abs(x)*expit(-np.abs(x)),
            cut=45, c=PI**2/6, M4=7*PI**4/15, a4=PI**4/120),
 'mp1': dict(d=lambda x: (1.5-x*x)*np.exp(-x*x)/RP,
             f=lambda x: 0.5*erfc(x)-x*np.exp(-x*x)/(2*RP),
             s=lambda x: (1-2*x*x)*np.exp(-x*x)/(4*RP), cut=8, c=0.0, M4=-0.75, a4=-1/128)}

# occupations, entropies and moments from their defining integrals
moments = {}
for name, S in SCH.items():
    L = S['cut']
    for x0 in (-2.3, -0.4, 0.0, 0.7, 1.9):
        assert abs(quad(S['d'], x0, L, limit=200)[0]-S['f'](x0)) < 1e-8
        assert abs(quad(lambda t: t*S['d'](t), x0, L, limit=200)[0]-S['s'](x0)) < 1e-8
    m = [2*quad(lambda t: t**p*S['d'](t), 0, L, limit=200)[0] for p in (0, 2, 4)]
    assert abs(m[0]-1) < 1e-8 and abs(m[1]/2-S['c']) < 1e-7 and abs(m[2]-S['M4']) < 1e-6
    assert abs((m[1]/2)**2/8+m[2]/96-S['a4']) < 1e-7
    moments[name] = m
ft = expit(-0.8)
assert abs(-ft*np.log(ft)-(1-ft)*np.log(1-ft)-SCH['fd']['s'](0.8)) < 1e-14

# fixed-N series by direct symbolic inversion of N(mu)=1 (EF=1, N=1, u=sigma^2)
mu_, u, c_, m4_, a_, b_ = sp.symbols('mu u c m4 a b')
Om0 = -sp.Rational(2, 5)*mu_**sp.Rational(5, 2)
Om = Om0+c_*u*sp.diff(Om0, mu_, 2)+m4_/24*u**2*sp.diff(Om0, mu_, 4)
trial = 1+a_*u+b_*u**2
def coef(expr, k):
    return sp.simplify(sp.diff(expr.subs(mu_, trial), u, k).subs(u, 0)/sp.factorial(k))
Nser = -sp.diff(Om, mu_)
a_sol = sp.solve(coef(Nser, 1), a_)[0]
b_sol = sp.solve(coef(Nser, 2).subs(a_, a_sol), b_)[0]
sub = {a_: a_sol, b_: b_sol}
assert sp.simplify(a_sol+c_/2) == 0
assert sp.simplify(coef(Om+mu_, 0)-sp.Rational(3, 5)) == 0
assert sp.simplify(coef(Om+mu_, 1).subs(sub)+sp.Rational(3, 2)*c_) == 0
assert sp.simplify(coef(Om+mu_, 2).subs(sub)-sp.Rational(3, 2)*(c_**2/8+m4_/96)) == 0

def fermi(v):
    return 0.5*(3*PI**2/v)**(2/3)

def solve(eps, w, v, sig, S):
    """levels eps with weights w per electron -> mu, E, F, smeared D (per electron)"""
    ef = fermi(v)
    mu = brentq(lambda m: np.sum(w*S['f']((eps-m)/sig))-1, ef-3*sig, ef+3*sig,
                xtol=1e-17, rtol=1e-15)
    x = (eps-mu)/sig
    E = np.sum(w*eps*S['f'](x))
    return mu, E, E-sig*np.sum(w*S['s'](x)), np.sum(w*S['d'](x))/sig

gx, gw = np.polynomial.legendre.leggauss(16)
def gas(v, sig, name='gauss', panels=250):
    S = SCH[name]
    h = np.sqrt(2*(fermi(v)+(S['cut']+3)*sig))/panels
    k = (h*(np.arange(panels)[:, None]+0.5*(gx+1))).ravel()
    return solve(k*k/2, v*k*k/PI**2*np.tile(gw*h/2, panels), v, sig, S)

shells = {}
def mesh(v, sig, M):
    """empty lattice, cubic cell with 2 electrons, Gamma-centred MxMxM mesh plus all G"""
    if M not in shells:
        R = int(0.9*M)+3
        q = np.arange(-R, R+1)**2
        cnt = np.bincount((q[:, None, None]+q[None, :, None]+q[None, None, :]).ravel())[:R*R+1]
        idx = np.nonzero(cnt)[0]
        shells[M] = (idx, cnt[idx])
    idx, cnt = shells[M]
    eps = 0.5*(2*PI/((2*v)**(1/3)*M))**2*idx
    assert eps[-1] > fermi(v)+10*sig
    return solve(eps, cnt/M**3, v, sig, SCH['gauss'])

def minus_ddv(fun, v, rel=5e-3):
    h = rel*v
    return -(fun(v-2*h)-8*fun(v-h)+8*fun(v+h)-fun(v+2*h))/(12*h)

E0 = lambda v: 0.6*fermi(v)
P0 = lambda v: 0.4*fermi(v)/v
dP_fd = lambda v, s, nm='gauss': minus_ddv(lambda y: gas(y, s, nm)[2]-E0(y), v)
dP_vir = lambda v, s, nm='gauss': 2*gas(v, s, nm)[1]/(3*v)-P0(v)
dP2 = lambda v, s, nm='gauss': SCH[nm]['c']*s**2/(v*fermi(v))
dP4 = lambda v, s, nm='gauss': -3*SCH[nm]['a4']*s**4/(v*fermi(v)**3)
vol = lambda r: 4*PI*r**3/3

rs, sig_ev, B_gpa = 3.9, 0.2, 7.0      # rs and B: rough sizes for sodium
v0, sig = vol(rs), sig_ev/HA
ef = fermi(v0)
D = 1.5/ef

# exact identities at a width where the expansion fails
big = 2.0/HA
mu, E, F, _ = gas(v0, big)
conv = quad(lambda x: -SCH['gauss']['d'](x)*0.4*v0*(2*(mu+big*x))**1.5/(3*PI**2)*(mu+big*x),
            -mu/big, 9, epsabs=1e-13, epsrel=1e-12)[0]
assert abs(conv/(F-mu)-1) < 1e-9
Pbig = P0(v0)+dP_fd(v0, big)
assert abs(Pbig/(2*E/(3*v0))-1) < 1e-8 and abs(Pbig/(-(F-mu)/v0)-1) < 1e-8
ratio_big = dP_fd(v0, big)/dP2(v0, big)
assert ratio_big < 0.97

# second- and fourth-order coefficients (Richardson step removes the next order)
rich = lambda g, s: (4*g(s/2)-g(s))/3
for name, s1 in (('gauss', 0.2/HA), ('fd', 0.1/HA), ('mp1', 0.2/HA)):
    c, a4 = SCH[name]['c'], SCH[name]['a4']
    assert abs(rich(lambda s: (gas(v0, s, name)[0]-ef)*2*ef/s**2, s1)+c) < 1e-4
    assert abs(rich(lambda s: (gas(v0, s, name)[2]-E0(v0))/(s**2*D), s1)+c) < 1e-4
    assert abs(rich(lambda s: (gas(v0, s, name)[1]-E0(v0))/(s**2*D), s1)-c) < 1e-4
    assert abs(rich(lambda s: dP_fd(v0, s, name)*v0*ef/s**2, s1)-c) < 1e-4
    assert abs(rich(lambda s: (gas(v0, s, name)[2]-E0(v0)+c*s*s*D)*ef**2/(s**4*D), s1)/a4-1) < 2e-3
    assert abs(rich(lambda s: (dP_fd(v0, s, name)-dP2(v0, s, name))/dP4(v0, s, name), s1)-1) < 2e-3
    assert abs(dP_fd(v0, s1, name)-dP_vir(v0, s1, name)) < 1e-9*P0(v0)

mu, E, F, _ = gas(v0, sig)
dP = dP_fd(v0, sig)
assert abs(dP/(dP2(v0, sig)+dP4(v0, sig))-1) < 1e-5
# wrong potentials
dPE = minus_ddv(lambda y: gas(y, sig)[1]-E0(y), v0)
dPavg = 0.5*(dPE+dP)
assert abs(dPE/dP2(v0, sig)+1) < 5e-3 and abs(dPavg/dP4(v0, sig)+1) < 2e-2
# other conventions, equivalent temperature, 1/rs law
dP_std = dP_fd(v0, np.sqrt(2)*sig)
assert abs(dP_std/dP-2) < 5e-3
kT = sig*np.sqrt(1.5)/PI
dP_T = dP_fd(v0, kT, 'fd')
assert abs(dP_T/dP-1) < 2e-3
for r in (2.0, 4.0, 5.0):
    assert abs(dP_fd(vol(r), sig)*r/(dP*rs)-1) < 3e-3
# equilibrium shift: harmonic sigma=0 energy with bulk modulus B plus the exact smearing term
B = B_gpa*1e3/MPA
veq = brentq(lambda y: -B*(y-v0)/v0+dP_vir(y, sig), v0, 1.05*v0)
assert abs((veq/v0-1)/(dP/B)-1) < 5e-3
# explicit k-sums: density of states, its volume exponent, convergence, stress identity
Dm = mesh(v0, sig, 64)[3]
slope = np.log(mesh(1.02*v0, sig, 64)[3]/mesh(v0/1.02, sig, 64)[3])/(2*np.log(1.02))
assert abs(Dm/D-1) < 2e-3 and abs(slope-2/3) < 2e-3
Pm = {M: minus_ddv(lambda y: mesh(y, sig, M)[2], v0, 1e-3) for M in (8, 12, 16, 24, 32, 48, 64)}
for M in (8, 12):
    assert abs(Pm[M]/(2*mesh(v0, sig, M)[1]/(3*v0))-1) < 1e-8
assert abs((Pm[64]-P0(v0))/dP-1) < 1e-4

for name in SCH:
    m = moments[name]
    print(f"{name}: c = M2/2 = {round(m[1]/2, 6)+0.0:.6f}, M4 = {m[2]:.5f}, a4 = {(m[1]/2)**2/8+m[2]/96:.6f}")
print(f"input rs (rough, sodium) = {rs} bohr")
print(f"input B (rough, sodium) = {B_gpa:.0f} GPa")
print(f"input sigma (Gaussian) = {sig_ev} eV")
print(f"volume per electron = {v0*ANG**3:.3f} A^3")
print(f"density n = {1/(v0*ANG**3):.6f} A^-3")
print(f"bcc cubic lattice constant = {(2*v0)**(1/3)*ANG:.4f} A")
print(f"kF = {np.sqrt(2*ef)/ANG:.5f} A^-1")
print(f"EF = {ef*HA:.4f} eV")
print(f"sigma/EF = {sig/ef:.5f}, squared = {(sig/ef)**2:.4e}")
print(f"D(EF) per electron = {D/HA:.5f} 1/eV")
print(f"D from 64^3 mesh = {Dm/HA:.5f} 1/eV, dlnD/dlnV = {slope:.4f}")
print(f"E0 per electron = {E0(v0)*HA:.5f} eV")
print(f"mu-EF: formula {-0.25*sig**2/(2*ef)*HA*1e3:.4f} meV, exact {(mu-ef)*HA*1e3:.4f} meV")
print(f"F-E0: formula {-0.25*sig**2*D*HA*1e3:.4f} meV, exact {(F-E0(v0))*HA*1e3:.4f} meV")
print(f"E-E0 exact = {(E-E0(v0))*HA*1e3:.4f} meV per electron")
print(f"P0 = {P0(v0)*MPA/1e3:.4f} GPa")
print(f"dP2 = n sigma^2/(4EF) = {dP2(v0, sig)*HA/ANG**3:.4e} eV/A^3")
print(f"dP2 = {dP2(v0, sig)*MPA:.4f} MPa = {dP2(v0, sig)*MPA/100:.5f} kbar")
print(f"dP4 = {dP4(v0, sig)*MPA:.5f} MPa, dP4/dP2 = {dP4(v0, sig)/dP2(v0, sig):.3e}")
print(f"dP2+dP4 = {(dP2(v0, sig)+dP4(v0, sig))*MPA:.4f} MPa")
print(f"dP exact, -d(F-E0)/dV = {dP*MPA:.4f} MPa")
print(f"dP exact, 2E/(3V)-P0 = {dP_vir(v0, sig)*MPA:.4f} MPa")
print(f"dP2/P0 = {dP2(v0, sig)/P0(v0):.4e}")
print(f"-d(E-E0)/dV = {dPE*MPA:.4f} MPa")
print(f"-d((E+F)/2-E0)/dV = {dPavg*MPA:.5f} MPa")
print(f"dP if 0.2 eV is the standard deviation = {dP_std*MPA:.3f} MPa")
print(f"dP Methfessel-Paxton 1: formula {dP4(v0, sig, 'mp1')*MPA:.5f}, exact {dP_fd(v0, sig, 'mp1')*MPA:.5f} MPa")
print(f"equivalent kT = {kT*HA:.5f} eV, T = {kT*HA*C.e/C.k:.0f} K")
print(f"dP Fermi-Dirac at that T = {dP_T*MPA:.4f} MPa")
print(f"dP exact at rs = 4.0 bohr = {dP_fd(vol(4.0), sig)*MPA:.4f} MPa")
print(f"dV/V = dP/B = {dP/B*100:.3f} %, root of total pressure {(veq/v0-1)*100:.3f} %")
print(f"da/a = {dP/B/3*100:.3f} %")
for se in (0.5, 1.0, 2.0):
    s = se/HA
    print(f"sigma = {se} eV: dP exact = {dP_fd(v0, s)*MPA:.2f} MPa, exact/dP2 = {dP_fd(v0, s)/dP2(v0, s):.4f}")
for M in Pm:
    print(f"mesh {M}^3: P - P0 = {(Pm[M]-P0(v0))*MPA:.4f} MPa")
print("ALL CHECKS PASSED")
```

Printed output:

```
gauss: c = M2/2 = 0.250000, M4 = 0.75000, a4 = 0.015625
fd: c = M2/2 = 1.644934, M4 = 45.45758, a4 = 0.811742
mp1: c = M2/2 = 0.000000, M4 = -0.75000, a4 = -0.007813
input rs (rough, sodium) = 3.9 bohr
input B (rough, sodium) = 7 GPa
input sigma (Gaussian) = 0.2 eV
volume per electron = 36.820 A^3
density n = 0.027159 A^-3
bcc cubic lattice constant = 4.1915 A
kF = 0.92992 A^-1
EF = 3.2947 eV
sigma/EF = 0.06070, squared = 3.6850e-03
D(EF) per electron = 0.45528 1/eV
D from 64^3 mesh = 0.45507 1/eV, dlnD/dlnV = 0.6661
E0 per electron = 1.97681 eV
mu-EF: formula -1.5176 meV, exact -1.5186 meV
F-E0: formula -4.5528 meV, exact -4.5517 meV
E-E0 exact = 4.5496 meV per electron
P0 = 5.7345 GPa
dP2 = n sigma^2/(4EF) = 8.2433e-05 eV/A^3
dP2 = 13.2072 MPa = 0.13207 kbar
dP4 = -0.00913 MPa, dP4/dP2 = -6.909e-04
dP2+dP4 = 13.1981 MPa
dP exact, -d(F-E0)/dV = 13.1981 MPa
dP exact, 2E/(3V)-P0 = 13.1981 MPa
dP2/P0 = 2.3031e-03
-d(E-E0)/dV = -13.1798 MPa
-d((E+F)/2-E0)/dV = 0.00916 MPa
dP if 0.2 eV is the standard deviation = 26.378 MPa
dP Methfessel-Paxton 1: formula 0.00456, exact 0.00458 MPa
equivalent kT = 0.07797 eV, T = 905 K
dP Fermi-Dirac at that T = 13.1962 MPa
dP exact at rs = 4.0 bohr = 12.8672 MPa
dV/V = dP/B = 0.189 %, root of total pressure 0.188 %
da/a = 0.063 %
sigma = 0.5 eV: dP exact = 82.18 MPa, exact/dP2 = 0.9956
sigma = 1.0 eV: dP exact = 324.18 MPa, exact/dP2 = 0.9818
sigma = 2.0 eV: dP exact = 1203.96 MPa, exact/dP2 = 0.9116
mesh 8^3: P - P0 = 21.7431 MPa
mesh 12^3: P - P0 = 13.6583 MPa
mesh 16^3: P - P0 = 13.0792 MPa
mesh 24^3: P - P0 = 13.0572 MPa
mesh 32^3: P - P0 = 13.1711 MPa
mesh 48^3: P - P0 = 13.1979 MPa
mesh 64^3: P - P0 = 13.1981 MPa
ALL CHECKS PASSED
```
